**Ultrasoft Bloch overlaps compared with all-electron overlaps**

The program tests the formula for $M_{mn}(k,b)$: the smooth overlap plus $e^{-ib\tau_a}Q_{ij}(b)$ times the two projector amplitudes, summed over atoms and partial waves. Here $\tau_a$ is an atomic position, $b$ the step between k-points, and $Q_{ij}(b)$ the Fourier integral of the augmentation function about its nucleus. For a one-dimensional crystal with two unlike atoms, it solves the all-electron and ultrasoft eigenproblems separately and asserts that their overlap matrices agree within $10^{-6}$; the largest difference found is $2.2\times10^{-10}$. It also asserts that omitting the augmentation, omitting the atomic phases, or replacing $Q(b)$ by $Q(0)$ causes an error above $10^{-3}$. Further assertions cover the sum of Wannier centres, the centred-projector convention, the dipole term of $Q(b)$, and the reconstruction of the all-electron states inside the spheres. Two three-dimensional cases, s–p$_z$ and p$_z$–p$_z$, compare the spherical Bessel expansion with direct quadrature. Away from the reference energies the output shows a largest overlap error of $3.6\times10^{-5}$.

## Verification by program

```python
# Result under test: the overlap of periodic Bloch parts in the ultrasoft method,
#   M_mn(k,b) = int_cell conj(s_mk) exp(-ibx) s_n,k+b
#             + sum_a exp(-ib tau_a) sum_ij Q_ij(b) <s_mk|beta_i><beta_j|s_n,k+b>,
# s: smooth (pseudo) Bloch state, beta: projectors of atom a at tau_a,
# Q_ij(b): Fourier integral of phi_i phi_j - smooth_i smooth_j about the nucleus.
# Model: 1D crystal, two unlike compact wells per cell, Hartree atomic units.
# Reference: direct overlaps of independently diagonalized all-electron states.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.integrate import solve_ivp
from scipy.linalg import eig, eigh
from scipy.special import spherical_jn

L, R = 7.0, 1.5
tau, depth = [1.9, 5.1], [4.0, 3.0]
nmax = 64
n = np.arange(-nmax, nmax + 1)
G = 2 * np.pi * n / L
x = L * np.arange(300) / 300
dx = L / 300
mid = 150                                   # grid point midway between the atoms
outside = np.ones(x.size, bool)
for t0 in tau:
    outside &= np.abs((x - t0 + L / 2) % L - L / 2) > R

node, weight = leggauss(120)
r = R * (node + 1) / 2                      # quadrature on one half of a sphere
y = np.concatenate((-r[::-1], r))
wy = np.concatenate((weight[::-1], weight)) * R / 2


def well(a, s):
    return -depth[a] * (1 - (s / R) ** 2) ** 3


qs = 2 * np.pi * np.arange(-2 * nmax, 2 * nmax + 1) / L
vq = sum(np.exp(-1j * qs * tau[a]) * (np.exp(-1j * np.outer(qs, y)) @ (wy * well(a, y)))
         for a in (0, 1)) / L
V = vq[n[:, None] - n[None, :] + 2 * nmax]


def all_electron(k):
    e, C = eigh(np.diag(0.5 * (k + G) ** 2) + V)
    return e[:5], C[:, 2:4]                 # two valence bands above two core bands


def bloch(k, C, points):
    return np.exp(1j * np.outer(points, k + G)) @ C / np.sqrt(L)


e_quarter, _ = all_electron(2 * np.pi * 0.25 / L)
e_ref = e_quarter[2:4]


def make_atom(a):
    """Partial waves (even, even, odd, odd), projectors, Q(y), q and D of one atom."""
    phi, smooth, chi, energy = [], [], [], []
    for parity in (0, 1):
        for e in e_ref:
            sol = solve_ivp(lambda s, f: [f[1], 2 * (well(a, s) - e) * f[0]], (0, R),
                            [1.0 - parity, float(parity)], method="DOP853",
                            t_eval=np.append(r, R), rtol=1e-12, atol=1e-13, max_step=R / 60)
            f, df = sol.y
            sign = 1 - 2 * parity
            phi.append(np.concatenate((sign * f[:-1][::-1], f[:-1])))
            p = parity + np.array([0, 2, 4, 6])
            match = np.array([p ** 0, p / R, p * (p - 1) / R**2,
                              p * (p - 1) * (p - 2) / R**3], float)
            edge = [f[-1], df[-1], -2 * e * f[-1], -2 * e * df[-1]]
            coef = np.linalg.solve(match, edge)
            u = (y / R)[:, None]
            s0 = (u ** p) @ coef
            s2 = (u ** np.maximum(p - 2, 0)) @ (coef * p * (p - 1)) / R**2
            smooth.append(s0)
            chi.append(e * s0 + 0.5 * s2)   # local pseudopotential is zero
            energy.append(e)
    phi, smooth, chi = np.array(phi), np.array(smooth), np.array(chi)
    B = (smooth * wy) @ chi.T
    beta = np.linalg.inv(B).T @ chi
    Q = phi[:, None] * phi[None] - smooth[:, None] * smooth[None]
    q = Q @ wy
    D = B + q * np.array(energy)[None, :]
    assert np.max(np.abs((beta * wy) @ smooth.T - np.eye(4))) < 1e-8
    assert np.max(np.abs(D - D.T)) < 1e-6   # holds only for correct q
    return dict(phi=phi, smooth=smooth, beta=beta, Q=Q, q=q, D=D)


atom = [make_atom(a) for a in (0, 1)]


def Q_transform(a, b):
    return atom[a]["Q"] @ (wy * np.exp(-1j * b * y))


def projections(a, k):
    wave = np.exp(1j * np.outer(y, k + G)) * np.exp(1j * (k + G) * tau[a])
    return (atom[a]["beta"] * wy) @ wave / np.sqrt(L)


def build_state(frac):
    """All-electron and ultrasoft valence states at k = frac * 2 pi / L."""
    k = 2 * np.pi * frac / L
    e, C = all_electron(k)
    gauge = np.exp(-1j * np.angle(bloch(k, C, x)[mid]))
    C = C * gauge                           # real and positive midway between atoms
    ae = bloch(k, C, x)
    p = [projections(a, k) for a in (0, 1)]
    H = np.diag(0.5 * (k + G) ** 2) + sum(p[a].conj().T @ atom[a]["D"] @ p[a] for a in (0, 1))
    S = np.eye(G.size) + sum(p[a].conj().T @ atom[a]["q"] @ p[a] for a in (0, 1))
    vals, vecs = eig(H, S)
    pick = [int(np.argmin(np.abs(vals - t))) for t in e[2:4]]
    c = vecs[:, pick]
    c = c / np.sqrt(np.real(np.diag(c.conj().T @ S @ c)))
    ph = np.sum((ae.conj() * bloch(k, c, x))[outside], axis=0)
    c = c * ph.conj() / np.abs(ph)          # removes one free phase per state
    return dict(k=k, C=C, c=c, ae=ae, us=bloch(k, c, x), P=[p[a] @ c for a in (0, 1)],
                e_err=np.max(np.abs(vals[pick] - e[2:4])), gram=c.conj().T @ S @ c)


def grid_overlap(left, right, b):
    return left.conj().T @ (np.exp(-1j * b * x)[:, None] * right) * dx


def augmentation(s1, s2, b, phases=True, b_in_Q=None):
    bq = b if b_in_Q is None else b_in_Q
    return [(np.exp(-1j * b * tau[a]) if phases else 1.0)
            * (s1["P"][a].conj().T @ Q_transform(a, bq) @ s2["P"][a]) for a in (0, 1)]


def string(states):
    """Overlap matrices of all links of a closed string, for each recipe."""
    N = len(states)
    b = 2 * np.pi / (N * L)
    out = {key: [] for key in ("ae", "full", "smooth", "nophase", "q0")}
    for j in range(N):
        s1, s2 = states[j], states[(j + 1) % N]
        sm = grid_overlap(s1["us"], s2["us"], b)
        out["ae"].append(grid_overlap(s1["ae"], s2["ae"], b))
        out["smooth"].append(sm)
        out["full"].append(sm + sum(augmentation(s1, s2, b)))
        out["nophase"].append(sm + sum(augmentation(s1, s2, b, phases=False)))
        out["q0"].append(sm + sum(augmentation(s1, s2, b, b_in_Q=0.0)))
    return {key: np.array(val) for key, val in out.items()}


def centre_sum(links):
    return (-np.angle(np.prod(np.linalg.det(links))) * L / (2 * np.pi)) % L


# Exact case: both mesh points have the reference energies.
states = [build_state(f) for f in (-0.25, 0.25)]
b = np.pi / L
M = string(states)
err = {key: np.max(np.abs(M[key] - M["ae"])) for key in M}
e_err = max(s["e_err"] for s in states)
out_err = max(np.max(np.abs((s["ae"] - s["us"])[outside])) for s in states)
rec_err = smooth_err = 0.0
for s in states:
    for a in (0, 1):
        true_in = bloch(s["k"], s["C"], tau[a] + y)
        us_in = bloch(s["k"], s["c"], tau[a] + y)
        rec_err = max(rec_err, np.max(np.abs(true_in - atom[a]["phi"].T @ s["P"][a])))
        smooth_err = max(smooth_err, np.max(np.abs(us_in - atom[a]["smooth"].T @ s["P"][a])))
    assert np.max(np.abs(s["gram"] - np.eye(2))) < 1e-6
assert e_err < 1e-6
assert max(out_err, rec_err, smooth_err) < 1e-4   # plane-wave cutoff of kinked derivatives
assert err["full"] < 1e-6
assert min(err["smooth"], err["nophase"], err["q0"]) > 1e-3
centre = {key: centre_sum(M[key]) for key in M}
wrapped = (centre["full"] - centre["ae"] + L / 2) % L - L / 2
assert abs(wrapped) < 1e-5

# Centred projectors acting on periodic parts must need no atomic phase.
centred = 0
for a in (0, 1):
    A = []
    for s in states:
        periodic = np.exp(1j * np.outer(tau[a] + y, G)) @ s["c"] / np.sqrt(L)
        A.append((atom[a]["beta"] * wy * np.exp(1j * s["k"] * y)) @ periodic)
    centred = centred + A[0].conj().T @ Q_transform(a, b) @ A[1]
centred_err = np.max(np.abs(centred - sum(augmentation(states[0], states[1], b))))
assert centred_err < 1e-8

# Linear term of Q(b) is the on-site dipole.
h = 1e-3
for a in (0, 1):
    slope = (Q_transform(a, h) - Q_transform(a, -h)) / (2 * h)
    assert np.max(np.abs(slope + 1j * (atom[a]["Q"] @ (wy * y)))) < 1e-5

# Mesh away from the reference energies: the expansion is only approximate.
off_states = [build_state(f) for f in (-0.375, -0.125, 0.125, 0.375)]
M_off = string(off_states)
off_err = np.max(np.abs(M_off["full"] - M_off["ae"]))
off_e = max(s["e_err"] for s in off_states)
assert off_err > err["full"]

# Dense all-electron string: discretization error and isolation of the bands.
N = 40
dense = [all_electron(2 * np.pi * j / (N * L)) for j in range(N)]
waves = [bloch(2 * np.pi * j / (N * L), dense[j][1], x) for j in range(N)]
dense_links = np.array([grid_overlap(waves[j], waves[(j + 1) % N], 2 * np.pi / (N * L))
                        for j in range(N)])
bands = np.array([d[0] for d in dense])
gap_up = bands[:, 4].min() - bands[:, 3].max()
gap_down = bands[:, 2].min() - bands[:, 1].max()
assert gap_up > 1e-3 and gap_down > 1e-3

# Three dimensions: direct Fourier integral against the spherical Bessel expansion.
g, wg = leggauss(32)
rad, wrad = (g + 1) / 2, wg / 2
az = 2 * np.pi * np.arange(32) / 32
rr, cc, aa = np.meshgrid(rad, g, az, indexing="ij")
b3, cb = 2.5, 0.6
sb = np.sqrt(1 - cb**2)
dot = b3 * rr * (np.sqrt(1 - cc**2) * sb * np.cos(aa - 0.7) + cc * cb)
radial = rad**2 * (1 - rad**2) ** 2
vol = (wrad * rad**2 * radial)[:, None, None] * wg[None, :, None] * (2 * np.pi / 32)
sp_direct = np.sum(vol * np.sqrt(3) * cc / (4 * np.pi) * np.exp(-1j * dot))
pp_direct = np.sum(vol * 3 * cc**2 / (4 * np.pi) * np.exp(-1j * dot))
I0, I1, I2 = [np.sum(wrad * rad**2 * radial * spherical_jn(l, b3 * rad)) for l in (0, 1, 2)]
sp_formula = -1j * np.sqrt(3) * cb * I1
pp_formula = I0 - (3 * cb**2 - 1) * I2
assert abs(sp_direct - sp_formula) < 1e-10 and abs(pp_direct - pp_formula) < 1e-10

print(f"cell length {L} bohr, sphere radius {R} bohr, plane waves {G.size}")
print(f"atoms A, B: positions {tau} bohr, well depths {depth} hartree")
print("bands 1-5 at k = 1/4 (hartree):", np.round(e_quarter, 6))
print(f"gap below / above valence pair: {gap_down:.5f} / {gap_up:.5f} hartree")
print(f"step b = {b:.6f} 1/bohr")
for a, name in enumerate("AB"):
    Qb = Q_transform(a, b)
    print(f"atom {name}: exp(-i b tau) = {np.exp(-1j * b * tau[a]):.6f}")
    print(f"  even1-even1: q = {atom[a]['q'][0, 0]:.6f}, Q(b) = {Qb[0, 0].real:.6f} (bohr)")
    print(f"  even1-odd1: Q(b) = {Qb[0, 2]:.6f} (bohr^2), Q(0) = {abs(atom[a]['q'][0, 2]):.6f}")
print("link k = -1/4 to +1/4, dimensionless overlaps:")
augA, augB = augmentation(states[0], states[1], b)
for i, j in ((0, 0), (0, 1), (1, 1)):
    print(f" M_{i+3}{j+3}: smooth {M['smooth'][0, i, j]:.6f}")
    print(f"   augmentation A {augA[i, j]:.6f}, B {augB[i, j]:.6f}")
    print(f"   ultrasoft sum {M['full'][0, i, j]:.6f}, all-electron {M['ae'][0, i, j]:.6f}")
print(f"largest energy difference, ultrasoft - all-electron: {e_err:.1e} hartree")
print(f"largest wave difference outside spheres: {out_err:.1e} bohr^-1/2")
print(f"largest all-electron reconstruction error inside: {rec_err:.1e} bohr^-1/2")
print("largest error of M over both links (dimensionless):")
for key, label in (("full", "full formula"), ("smooth", "no augmentation"),
                   ("nophase", "no atomic phases"), ("q0", "Q(0) instead of Q(b)")):
    print(f"  {label}: {err[key]:.2e}")
print(f"centred-projector form, difference: {centred_err:.1e}")
print("sum of the two Wannier centres, modulo cell length (bohr):")
for key, label in (("ae", "all-electron"), ("full", "full formula"), ("smooth", "no augmentation"),
                   ("nophase", "no atomic phases"), ("q0", "Q(0) instead of Q(b)")):
    print(f"  {label}, 2 k-points: {centre[key]:.6f}")
print(f"  all-electron, {N} k-points: {centre_sum(dense_links):.6f}")
print(f"off-reference 4-point mesh: error of M {off_err:.2e}, of energy {off_e:.2e} hartree")
print(f"3D test s-pz: direct {sp_direct:.8f}, Bessel {sp_formula:.8f}")
print(f"3D test pz-pz: direct {pp_direct.real:.8f}, Bessel {pp_formula:.8f}")
print("done: every assertion held")
```

Output:

```
cell length 7.0 bohr, sphere radius 1.5 bohr, plane waves 129
atoms A, B: positions [1.9, 5.1] bohr, well depths [4.0, 3.0] hartree
bands 1-5 at k = 1/4 (hartree): [-2.561538 -1.784566 -0.318303  0.143342  0.919919]
gap below / above valence pair: 1.43146 / 0.40967 hartree
step b = 0.448799 1/bohr
atom A: exp(-i b tau) = 0.657939-0.753071j
  even1-even1: q = 0.402964, Q(b) = 0.411455 (bohr)
  even1-odd1: Q(b) = 0.000000-0.036119j (bohr^2), Q(0) = 0.000000
atom B: exp(-i b tau) = -0.657939-0.753071j
  even1-even1: q = 0.579034, Q(b) = 0.578317 (bohr)
  even1-odd1: Q(b) = -0.000000-0.035745j (bohr^2), Q(0) = 0.000000
link k = -1/4 to +1/4, dimensionless overlaps:
 M_33: smooth 0.273844-0.710568j
   augmentation A 0.066073-0.150690j, B -0.004232-0.010162j
   ultrasoft sum 0.335686-0.871420j, all-electron 0.335686-0.871420j
 M_34: smooth -0.175142-0.052600j
   augmentation A 0.072334+0.069464j, B -0.032234-0.027627j
   ultrasoft sum -0.135042-0.010763j, all-electron -0.135042-0.010763j
 M_44: smooth -0.297082+0.181993j
   augmentation A -0.048441+0.020098j, B -0.105232+0.038099j
   ultrasoft sum -0.450755+0.240189j, all-electron -0.450755+0.240189j
largest energy difference, ultrasoft - all-electron: 1.2e-11 hartree
largest wave difference outside spheres: 1.4e-07 bohr^-1/2
largest all-electron reconstruction error inside: 5.4e-09 bohr^-1/2
largest error of M over both links (dimensionless):
  full formula: 2.16e-10
  no augmentation: 1.72e-01
  no atomic phases: 2.37e-01
  Q(0) instead of Q(b): 1.33e-02
centred-projector form, difference: 4.1e-16
sum of the two Wannier centres, modulo cell length (bohr):
  all-electron, 2 k-points: 0.104935
  full formula, 2 k-points: 0.104935
  no augmentation, 2 k-points: 0.101477
  no atomic phases, 2 k-points: 6.239379
  Q(0) instead of Q(b), 2 k-points: 0.107728
  all-electron, 40 k-points: 0.093231
off-reference 4-point mesh: error of M 3.56e-05, of energy 1.26e-06 hartree
3D test s-pz: direct 0.00000000-0.01045882j, Bessel 0.00000000-0.01045882j
3D test pz-pz: direct 0.01492298, Bessel 0.01492298
done: every assertion held
```
